# Film Thickness from the Shear Frequency of a Coated Quartz Crystal

A quartz monitor in a deposition chamber measures a frequency, and the thickness it displays depends on the law used to convert it. If the fall in frequency is taken as proportional to deposited mass, a soft film is misread once it becomes thick. For the fluorocarbon film treated below, on a 6 MHz crystal whose frequency has fallen by 400 kHz, the linear law gives 24586 nm, where the standing-wave model gives 18613 nm. The linear value is 32 % too high relative to the latter. The error arises mainly because the linear law takes no account of the film's shear, whereas a film of finite stiffness deforms and carries part of the standing wave.

Consider a quartz plate cut so that its faces slide parallel to themselves in thickness-shear vibration, as in the AT cut. Let $y$ run through the thickness, with quartz from $y=0$ to $y=t_q$ and film from $y=t_q$ to $y=t_q+t_f$. The displacement $u(y,t)$ is parallel to the faces and does not vary along them. Both layers are linear, uniform and lossless, the film does not slip, and the outer faces are free. Piezoelectric stiffening is neglected, and the electrodes are counted as part of the bare crystal.

A slice of unit area and thickness $dy$ has mass $\rho\,dy$ and feels the difference of the shear stress $T$ on its two sides. Newton's law and Hooke's law are therefore

$$\rho\,\frac{\partial^2u}{\partial t^2}=\frac{\partial T}{\partial y},\qquad T=G\,\frac{\partial u}{\partial y},$$

where $\rho$ is the density and $G$ the shear modulus. For motion at angular frequency $\omega=2\pi f$ the time derivative gives $-\omega^2u$, so that

$$\frac{d^2u}{dy^2}=-k^2u,\qquad k=\frac{\omega}{v},\qquad v=\sqrt{\frac{G}{\rho}} .$$

The stress contains the product $Gk$. Since $G=\rho v^2$,

$$Gk=\rho v^2\,\frac{\omega}{v}=Z\omega,\qquad Z=\rho v=\sqrt{\rho G}.$$

The quantity $Z$ is the shear acoustic impedance. Subscripts $q$ and $f$ on material quantities denote quartz and film; the plain symbol $f$ is the frequency of the coated crystal.

For the bare plate, zero stress at $y=0$ requires $du/dy=0$ there, which selects $u=A\cos k_qy$. Zero stress at $y=t_q$ then requires $\sin k_qt_q=0$, or $k_qt_q=n\pi$. The case $n=0$ is a displacement of the whole plate without vibration. The fundamental has $n=1$, and with $k_q=2\pi f_q/v_q$ its frequency is

$$f_q=\frac{v_q}{2t_q}.$$

The plate is half a wavelength thick and both faces are antinodes. The product

$$N_q=f_qt_q=\frac{v_q}{2}$$

depends on the material and cut, not on the thickness of the plate.

With the film in place, the two free faces select

$$u_q=A\cos k_qy,\qquad u_f=B\cos\left[k_f(t_q+t_f-y)\right].$$

The argument of the second cosine decreases with $y$, so its derivative is $+k_fB\sin[k_f(t_q+t_f-y)]$, which vanishes at the outer face as it should. Write $\phi_q=k_qt_q$ and $\phi_f=k_ft_f$ for the phases accumulated across the layers. At the interface the displacement is continuous because the film does not slip, and the stress is continuous because an interface without mass cannot support a net force:

$$A\cos\phi_q=B\cos\phi_f,$$

$$-Z_q\omega A\sin\phi_q=Z_f\omega B\sin\phi_f .$$

Dividing the second equation by the first removes both amplitudes and $\omega$:

$$Z_q\tan\phi_q+Z_f\tan\phi_f=0 .$$

The division is allowed when the cosines are not zero. If one of them vanishes, the displacement condition and the stress condition together force the other to vanish too; the interface is then a node, a case that returns below.

The quartz phase can be expressed through measured frequencies. From $v_q=2t_qf_q$,

$$\phi_q=\frac{2\pi ft_q}{v_q}=\pi\frac{f}{f_q}=\pi-\theta,\qquad \theta=\pi x,\qquad x=\frac{f_q-f}{f_q}.$$

Here $x$ is the relative fall in frequency, counted positive. Because $\tan(\pi-\theta)=-\tan\theta$, the mode condition becomes

$$\tan\phi_f=z\tan\theta,\qquad z=\frac{Z_q}{Z_f}.$$

A tangent equation has many roots, and the one belonging to the fundamental must be identified. Suppose first that $t_f<v_f/(2f_q)$. As $f$ rises from $f_q/2$ to $f_q$, the function $\arctan(z\tan\theta)$ falls from $\pi/2$ to zero, while $\phi_f=2\pi ft_f/v_f$ rises from a value below $\pi/2$ to a positive value below $\pi$. The two curves cross once. Adding $\pi$ to the arctangent gives no further root, since $\phi_f$ stays below $\pi$. For $0<f<f_q/2$ both $\phi_q$ and $\phi_f$ lie between zero and $\pi/2$, so both tangents are positive and their weighted sum cannot vanish. The root found is thus the lowest vibration, and $\phi_f=\arctan(z\tan\theta)$ with the principal value.

Solving $\phi_f=2\pi ft_f/v_f$ for the thickness gives

$$t_f=\frac{v_f}{2\pi f}\arctan(z\tan\theta).$$

The film speed is eliminated by means of the impedances:

$$v_f=\frac{Z_f}{\rho_f}=\frac{Z_q}{z\rho_f}=\frac{\rho_qv_q}{z\rho_f}=\frac{2\rho_qN_q}{z\rho_f}.$$

Hence, for $f_q/2<f<f_q$,

$$t_f=\frac{\rho_qN_q}{\pi\rho_ffz}\arctan\left[z\tan\left(\pi\frac{f_q-f}{f_q}\right)\right].$$

This is the impedance-matched, or Z-match, formula. The name means that the film's own impedance is supplied to the formula; it does not mean that film and quartz have equal impedances.

When $t_f=v_f/(2f_q)$, the frequency has fallen to $f_q/2$. Each layer is then a quarter wave thick and the interface is the node mentioned above. For a still thicker film the fundamental lies below $f_q/2$, where $\theta$ exceeds $\pi/2$ and $\tan\theta$ is negative. The film phase must be positive, so its lowest possible value is $\pi+\arctan(z\tan\theta)$. This expression falls from $\pi$ to $\pi/2$ as $f$ rises from zero to $f_q/2$, while $\phi_f$ rises from zero past $\pi/2$, so there is again one crossing. In this range $\pi$ is therefore added to the arctangent in the formula.

Equal impedances give a simple special case. For $z=1$ the arctangent undoes the tangent and leaves $\theta$, so

$$\rho_ft_f=\frac{\rho_qN_q}{\pi f}\,\pi\,\frac{f_q-f}{f_q}=\rho_qN_q\left(\frac1f-\frac1{f_q}\right).$$

The areal mass is then proportional to the increase of the oscillation period, even for a thick film. A wave crossing the interface is not reflected, and the two layers together form one half-wave resonator whose transit time is the sum of the two transit times.

For small shifts it is convenient to divide the film's areal mass by that of the quartz, $\rho_qt_q=\rho_qN_q/f_q$. With $f=f_q(1-x)$, the Z-match formula becomes

$$\mu\equiv\frac{\rho_ft_f}{\rho_qt_q}=\frac{\arctan(z\tan\pi x)}{\pi z(1-x)}.$$

Now use $\tan\theta=\theta+\theta^3/3+\dots$ and $\arctan s=s-s^3/3+\dots$ with $s=z\tan\theta$. To third order,

$$\arctan(z\tan\theta)=z\theta+\frac{z\theta^3}{3}-\frac{z^3\theta^3}{3}.$$

Division by $\pi z$ gives $x+\pi^2x^3(1-z^2)/3$. Multiplication by $1/(1-x)=1+x+x^2+\dots$ then yields

$$\mu=x+x^2+x^3\left[1+\frac{\pi^2}{3}(1-z^2)\right]+\dots$$

Keeping the first term gives $\rho_ft_f=\rho_qt_qx$, which is Sauerbrey's law:

$$\rho_ft_f=\frac{\rho_qN_q}{f_q^2}\,(f_q-f).$$

Since $\rho_qN_q=\rho_qv_q/2=\sqrt{\rho_qG_q}/2$, the same law for the signed frequency change is

$$f-f_q=-\frac{2f_q^2}{\sqrt{\rho_qG_q}}\,\rho_ft_f .$$

The expansion needs both $\theta\ll1$ and $z\theta\ll1$. For a soft film, with large $z$, the second condition is the stricter one: a small relative shift does not by itself justify the linear law.

The film's stiffness is absent from the first two terms for a reason that can be seen in the interface stress. The film pulls on the quartz with stress amplitude $Z_f\omega\tan\phi_f$ times the interface displacement. Because $\phi_f=\omega t_f/v_f$, we have $Z_f\omega=\rho_fv_f\omega=\omega^2\rho_ft_f/\phi_f$, and therefore

$$Z_f\omega\tan\phi_f=\omega^2\rho_ft_f\,\frac{\tan\phi_f}{\phi_f}\approx\omega^2\rho_ft_f\left(1+\frac{\phi_f^2}{3}\right).$$

A rigid layer would give $\omega^2\rho_ft_f$. Elasticity thus makes the film act as though it were heavier by the fraction $\phi_f^2/3$. This fraction is of second order in thickness, and it multiplies a mass that is already of first order, so the effect on the frequency is of third order. Its origin is visible in the displacement, since the outer face moves $1/\cos\phi_f$ times as far as the interface.

The opposite limit is a film so soft that $z\tan\theta\gg1$ while $f$ is still above $f_q/2$. The arctangent then approaches $\pi/2$, and

$$t_f\approx\frac{v_f}{2\pi f}\,\frac{\pi}{2}=\frac{v_f}{4f}.$$

The film is close to its own quarter-wave resonance. The inferred thickness is now governed by the shear speed assumed for the film, and the crystal has ceased to act as a balance. In this range the lowest mode also couples weakly to the electrodes. For the fluorocarbon film below, with a loss tangent of 0.01 or 0.1, a film 40 µm thick puts the lowest mode near 4.1 MHz with about nine times the motional resistance of the next mode near 6.35 MHz. A real oscillator would not be expected to stay on the mode that the formula describes, and the same holds for such a film on the branch below $f_q/2$.

As an example, take a plasma-deposited fluorocarbon film on a 6.000 MHz crystal that now reads 5.920 MHz. Rough typical values are $\rho_q=2.65$ g/cm³ and $N_q=1670$ Hz m for the quartz, and $\rho_f=2.00$ g/cm³ and $G_f=1.00$ GPa for the film. The quartz is then 278 µm thick. The impedances are $8.851\times10^6$ and $1.414\times10^6$ kg/(m² s), so $z=6.259$. The reading gives

$$x=\frac{0.080}{6.000}=0.013333,\qquad\theta=\pi x=0.041888,$$

$$z\tan\theta=6.259\times0.041912=0.2623,\qquad\phi_f=\arctan(0.2623)=0.2565 .$$

The factor in front of the arctangent is

$$\frac{2.65}{2.00}\;\frac{1670}{\pi\,(5.920\times10^6)(6.259)}\ \text{m}=19010\ \text{nm},$$

and, with one more digit of the phase kept, the thickness is $t_f=19010\times0.25653=4877$ nm, or 975 µg/cm². Sauerbrey's law gives 4917 nm, which is 0.83 % above the Z-match value, and the period law gives 4984 nm, which is 2.19 % above it. The more elaborate of the two simple laws is the worse one here. The table extends the comparison to other shifts of the same crystal and film.

| Shift (kHz) | Sauerbrey (nm) | Period law (nm) | Z-match (nm) |
|---:|---:|---:|---:|
| 10 | 615 | 616 | 615 |
| 50 | 3073 | 3099 | 3072 |
| 80 | 4917 | 4984 | 4877 |
| 200 | 12293 | 12717 | 11290 |
| 400 | 24586 | 26342 | 18613 |

The close agreement of Sauerbrey's law at 50 kHz is a cancellation. Dividing the series for $\mu$ by its first term gives the Z-match thickness relative to Sauerbrey's thickness $t_S$:

$$\frac{t_f}{t_S}-1\approx x-bx^2,\qquad b=\frac{\pi^2}{3}(z^2-1)-1 .$$

The first term comes from the lengthened period and the second mainly from the shearing of the film. If $b>0$, they cancel at $x=1/b$. For this film $b=124.6$, which puts the cancellation at 48.2 kHz; solving the full formula numerically puts it at 48.5 kHz. Below that point the right-hand side is largest at $x=1/(2b)$, where it equals $1/(4b)$, or 0.2 %. Beyond it the quadratic term takes over and Sauerbrey's thickness is too large.

A correct thickness does not imply a correct deposition rate, because the rate depends on the slope $d\mu/dx$. The derivative of $\arctan(z\tan\pi x)$ is $\pi z(1+\tan^2\theta)/(1+z^2\tan^2\theta)$, and the derivative of $1/(1-x)$ is $1/(1-x)^2$. The product rule gives

$$\frac{d\mu}{dx}=\frac{1}{1-x}\left[\frac{1+\tan^2\theta}{1+z^2\tan^2\theta}+\mu\right].$$

Sauerbrey's law has slope 1. At the 80 kHz reading, $\mu=0.013333\times4877/4917=0.0132$, and

$$\frac{d\mu}{dx}=\frac{1}{0.9867}\left[\frac{1.0018}{1.0688}+0.0132\right]=0.963 .$$

A rate obtained from the Sauerbrey slope, which is 16.27 Hz/nm for this film, is therefore 3.8 % too high relative to the Z-match rate, although the accumulated thickness is wrong by only 0.83 %.

In a real plasma process the film constants are an important source of uncertainty, since the density and stiffness of a fluorocarbon deposit depend on how it was grown. With the reading held at 5.920 MHz, halving the modulus lowers the inferred thickness by 102 nm and doubling it raises the thickness by 54 nm. A density 10 % higher, at fixed modulus, lowers it by 435 nm. The areal mass then changes by only 0.2 %, because $1.1\times(4877-435)=4886$ against 4877. At this reading an error in the assumed density thus falls almost entirely on the thickness, whereas an error in the modulus changes mass and thickness by the same percentage. An independent thickness measurement on a film from the same process is the natural way to fix the density.

The other effects that can be estimated here are smaller for this film at the 80 kHz reading. Three of them were sized by a Ritz calculation, in which the displacement in each layer is a polynomial and the frequency follows from the kinetic and elastic energies. The true thickness was held at 4877 nm, each effect was added in turn, and the resulting frequency was put into the Z-match formula. A film loss tangent of 0.1 changes the inferred thickness by −1 nm. Piezoelectric stiffening with a rough coupling coefficient of 0.088 changes it by +14 nm, and electrodes of 300 µg/cm² on each face change it by −3 nm; in these two cases the bare crystal was first readjusted to 6.000 MHz. For the stiffening this was done by rescaling the quartz modulus at fixed thickness, so that $N_q$ keeps its value; thinning the plate instead would give +29 nm. For the electrodes it was done by thinning the plate by 0.8 %. Damping matters more for thicker films. At a shift of 400 kHz the same loss tangent would change the inferred thickness by about −61 nm and lower the quality factor of the resonance to about 180, so that a real monitor might no longer keep the crystal oscillating.

Film stress and heating can be estimated from rough coefficients. If a stress of 20 MPa shifts the relative frequency by $3\times10^{-11}$ per Pa times the stress and the ratio $t_f/t_q$, the shift is 63 Hz, equivalent to 4 nm. Heating by 10 K at 1 ppm/K gives 60 Hz, also about 4 nm. Either sign is possible, depending on the stress and on the crystal's temperature curve. These shifts hardly matter for the total thickness. At constant stress the stress shift grows in proportion to the film, so its share of a small increment stays small. The thermal shift does not shrink with the increment being measured: a temperature change of this size during the growth of a 10 nm layer at this reading would falsify that layer by more than a third. A film that varies across the vibrating area lies outside the one-dimensional model, and its effect is not included in these estimates.
